\section*{Negative-Binomial Yield from a Gamma-Distributed Defect Density}

\section{The decision}

A chip of area $1.5\ \mathrm{cm^2}$ has a yield of $0.59$, and a chip of four times the area is to be made with the same wiring style in the same process. How many chips must be started for each good one? Raising the small-chip yield to the fourth power gives $0.12$, or about eight starts. If the density of defects varies from chip to chip, but is common to the whole of each large chip, the model below, with its clustering parameter $\alpha$ set to 2, gives $0.21$, or about five starts. The choice depends on how strongly defects cluster and on how large the clusters are. The strength enters through $\alpha$; the size decides whether the same $\alpha$ can be used when the area grows. Both points are derived below.

\section{Assumptions and theorem}

Let $S$ be the chip area and $D$ the number of defects per unit area. Lengths are in centimetres. The assumptions are:
\begin{enumerate}
\item For given $D$, defects fall independently and uniformly. A small cell of area $\delta S$ holds one defect with probability $D\,\delta S$, and more than one with a probability of higher order in $\delta S$.
\item Each defect independently causes a fatal fault, such as an open line or a short, with probability $\theta$. The critical area is $A=\theta S$.
\item One fatal fault kills the chip. There is no repair and no other cause of loss.
\item $D$ is uniform within a chip and varies over the population of chips by the gamma law
\begin{equation}
f(D)=\frac{b^{\alpha}}{\Gamma(\alpha)}D^{\alpha-1}e^{-bD},\qquad b=\frac{\alpha}{D_0},\qquad \alpha>0 .
\label{gamma}
\end{equation}
\end{enumerate}

\paragraph{Theorem.} Let $N$ be the number of fatal faults on a chip and $\lambda=AD_0$. Under these assumptions the yield $Y=P(N=0)$ is
\begin{equation}
Y=\left(1+\frac{\lambda}{\alpha}\right)^{-\alpha},
\label{yield}
\end{equation}
the fault count has the negative-binomial distribution
\begin{equation}
P_k=\frac{\Gamma(k+\alpha)}{k!\,\Gamma(\alpha)}
\frac{(\lambda/\alpha)^k}{(1+\lambda/\alpha)^{k+\alpha}},
\label{nb}
\end{equation}
and its mean and variance are $\lambda$ and $\lambda+\lambda^2/\alpha$.

\section{Two lemmas}

\paragraph{Lemma 1 (fixed density).} For given $D$, $N$ is Poisson distributed with mean $m=AD$.

\emph{Proof.} Divide the chip into $n$ equal cells. To leading order in $1/n$, a cell has a fatal fault with probability $\theta D S/n=m/n$. The cells are independent, so
\begin{align}
P(k|D)&=\lim_{n\to\infty}\frac{n(n-1)\cdots(n-k+1)}{k!}
\left(\frac mn\right)^k\left(1-\frac mn\right)^{n-k}\nonumber\\
&=\frac{m^k}{k!}\lim_{n\to\infty}
\frac{n(n-1)\cdots(n-k+1)}{n^k}
\left(1-\frac mn\right)^n\left(1-\frac mn\right)^{-k}.
\end{align}
For fixed $k$ the first and last factors tend to 1. The middle one tends to $e^{-m}$, because $n\ln(1-m/n)=-m-m^2/(2n)-\cdots$. Hence $P(k|D)=m^ke^{-m}/k!$. $\square$

\paragraph{Lemma 2 (gamma integral).} For $s,c>0$,
\begin{equation}
\int_0^\infty D^{s-1}e^{-cD}\,dD=\frac{\Gamma(s)}{c^s}.
\label{integral}
\end{equation}
The law (\ref{gamma}) is normalized, with mean $D_0$ and variance $D_0^2/\alpha$.

\emph{Proof.} Put $x=cD$: the integral becomes $c^{-s}\int_0^\infty x^{s-1}e^{-x}dx$, which is $\Gamma(s)/c^s$ by definition. With $s=\alpha$ and $c=b$ this gives the norm 1. Raising $s$ by one and by two, and using $\Gamma(s+1)=s\Gamma(s)$,
\begin{equation}
\langle D\rangle=\frac{\Gamma(\alpha+1)}{b\,\Gamma(\alpha)}=\frac{\alpha}{b}=D_0,
\qquad
\langle D^2\rangle=\frac{\alpha(\alpha+1)}{b^2}=D_0^2\left(1+\frac1\alpha\right).
\end{equation}
Subtracting $D_0^2$ leaves the variance $D_0^2/\alpha$. $\square$

Thus $1/\sqrt\alpha$ is the standard deviation of the density relative to its mean. A small $\alpha$ means strong clustering.

\section{Proof of the theorem}

Average the Poisson probability over the density and apply (\ref{integral}) with $s=k+\alpha$ and $c=A+b$:
\begin{align}
P_k&=\int_0^\infty\frac{(AD)^k}{k!}e^{-AD}f(D)\,dD
=\frac{A^kb^\alpha}{k!\,\Gamma(\alpha)}
\int_0^\infty D^{k+\alpha-1}e^{-(A+b)D}\,dD\nonumber\\
&=\frac{\Gamma(k+\alpha)}{k!\,\Gamma(\alpha)}
\frac{A^kb^\alpha}{(A+b)^{k+\alpha}} .
\end{align}
Divide numerator and denominator by $b^{k+\alpha}$ and use $A/b=\lambda/\alpha$. This is (\ref{nb}), and $k=0$ gives (\ref{yield}).

For the moments, the Poisson law has $\langle N\rangle_D=AD$ and
\begin{equation}
\langle N(N-1)\rangle_D=\sum_{k\ge2}\frac{m^k e^{-m}}{(k-2)!}=m^2=(AD)^2 .
\end{equation}
Averaging over $D$ gives $\langle N\rangle=\lambda$ and $\langle N^2\rangle=\lambda+\lambda^2(1+1/\alpha)$, so
\begin{equation}
\mathrm{Var}\,N=\lambda+\frac{\lambda^2}{\alpha},\qquad
\alpha=\frac{\lambda^2}{\mathrm{Var}\,N-\lambda}.
\label{var}
\end{equation}
The first term is the Poisson scatter at fixed density; the second comes from the variation of the density. $\square$

\paragraph{Remark (the name).} Put $q=(\lambda/\alpha)/(1+\lambda/\alpha)$, so that $1-q=1/(1+\lambda/\alpha)$. Then $P_k$ is $(1-q)^\alpha$ times the $k$th term of the binomial series of $(1-q)^{-\alpha}$, a series with a negative exponent. The sum over $k$ is therefore 1.

\paragraph{Example: the small chip.} Take $S=1.5\ \mathrm{cm^2}$, $\theta=0.4$, $D_0=1\ \mathrm{cm^{-2}}$ and $\alpha=2$. Then $A=0.6\ \mathrm{cm^2}$, $\lambda=0.6$ and $\lambda/\alpha=0.3$, and
\begin{equation}
Y=1.3^{-2}=0.592,\qquad
P_1=\frac{2\times0.3}{1.3^3}=0.273,\qquad
\mathrm{Var}\,N=0.6+\frac{0.36}{2}=0.78 .
\end{equation}
Without clustering, the same mean number of faults would give $e^{-0.6}=0.549$.

\section{Limits, and why clustering raises the yield}

\paragraph{Corollary 1.} At fixed $\lambda>0$, $Y$ decreases as $\alpha$ grows and tends to $e^{-\lambda}$ for $\alpha\to\infty$.

\emph{Proof.} With $u=\lambda/\alpha$, so that $\partial u/\partial\alpha=-u/\alpha$,
\begin{equation}
\frac{\partial\ln Y}{\partial\alpha}
=-\ln(1+u)-\frac{\alpha}{1+u}\left(-\frac{u}{\alpha}\right)
=\frac{u}{1+u}-\ln(1+u).
\end{equation}
The right side vanishes at $u=0$, and its derivative with respect to $u$ is $(1+u)^{-2}-(1+u)^{-1}=-u/(1+u)^2<0$. It is therefore negative for $u>0$. For $\lambda<\alpha$ the logarithm can be expanded:
\begin{equation}
\ln Y=-\lambda+\frac{\lambda^2}{2\alpha}-\frac{\lambda^3}{3\alpha^2}+\cdots ,
\end{equation}
which tends to $-\lambda$. $\square$

Three other cases help in reading the formula. For $\alpha=1$ the density is exponentially distributed and $Y=1/(1+\lambda)$. For $\lambda$ much larger than both $\alpha$ and $\alpha^2$, $Y\approx(\alpha/\lambda)^\alpha$: the yield falls as a power of the area, not exponentially, because the gamma law keeps some chips at very low density. For $\alpha\to0$ at fixed $\lambda$, $\alpha\ln(1+\lambda/\alpha)\to0$ and $Y\to1$: the faults are crowded onto a vanishing fraction of the chips.

\paragraph{Corollary 2 (good chips).} The mean density on chips that pass is
\begin{equation}
D_{\rm good}(A)=\frac{D_0}{1+AD_0/\alpha}=-\frac{\partial\ln Y}{\partial A}.
\label{good}
\end{equation}

\emph{Proof.} Among good chips the density law is $f(D)e^{-AD}/Y$. This is again a gamma law of shape $\alpha$, with $b$ replaced by $b+A$. Its mean is $\alpha/(b+A)$, which is the first expression. Differentiating $\ln Y=-\alpha\ln(1+AD_0/\alpha)$ gives the second. $\square$

In the example $D_{\rm good}=1/1.3=0.77\ \mathrm{cm^{-2}}$, below the population mean of $1\ \mathrm{cm^{-2}}$. Passing the test selects chips from cleaner regions. A small increase in area puts only these chips at risk, so it costs less yield than $D_0$ would suggest.

\paragraph{Corollary 3 (extrapolation).} If $D_0$ and $\alpha$ stay fixed while the critical area grows by a factor $r>1$, then $Y(rA)>Y(A)^r$.

\emph{Proof.} Since $Y(0)=1$, integrating (\ref{good}) gives $-\ln Y(A)=\int_0^A D_{\rm good}(A')\,dA'$. Substituting $A'=rA''$,
\begin{equation}
-\ln Y(rA)=r\int_0^{A}D_{\rm good}(rA'')\,dA''
<r\int_0^{A}D_{\rm good}(A'')\,dA''=-r\ln Y(A),
\end{equation}
because $D_{\rm good}$ decreases with area. $\square$

For the large chip $S=6\ \mathrm{cm^2}$, $A=2.4\ \mathrm{cm^2}$ and $\lambda/\alpha=1.2$, so $Y=2.2^{-2}=0.207$. A Poisson fit to the small chip gives the density $-\ln(0.592)/0.6=0.87\ \mathrm{cm^{-2}}$, and then $e^{-0.8745\times2.4}=0.123$ for the large one. The fitted density is below $D_0$, yet the predicted yield is too low, because the fit misses the further fall of $D_{\rm good}$ with area. Using the true $D_0$ in the Poisson formula gives a still lower value, $0.091$.

\section{How large must a cluster be?}

Corollary 3 holds $\alpha$ fixed, which requires the whole large chip to share one density. Suppose instead that it consists of $r$ parts with independent densities, each part obeying (\ref{yield}) with the small-chip values. Its yield is then the product
\begin{equation}
\left(1+\frac{\lambda}{\alpha}\right)^{-r\alpha}
=\left(1+\frac{r\lambda}{r\alpha}\right)^{-r\alpha}=Y(A)^r .
\end{equation}
The formula survives, but its clustering parameter is now $r\alpha$, and the extrapolated value $0.123$ is correct. The two answers in the opening question thus belong to large and small clusters. A solvable model connects them, provided $D_0$ is adjusted to keep the small-chip yield fixed as the cluster size changes. At fixed $D_0$, very small clusters give instead the Poisson value $0.091$ for the large chip.

\paragraph{Proposition.} Let $2\alpha$ be an integer and let
\begin{equation}
D(\mathbf r)=\frac{D_0}{2\alpha}\sum_{i=1}^{2\alpha}g_i(\mathbf r)^2 ,
\end{equation}
where the $g_i$ are independent Gaussian fields of mean 0, variance 1 and continuous correlation function $C(\mathbf r,\mathbf r')$. Let $c_j\ge0$ be the eigenvalues of $C$ averaged over the chip, $S^{-1}\int C(\mathbf r,\mathbf r')\phi_j(\mathbf r')\,d^2r'=c_j\phi_j(\mathbf r)$. Then $\sum_jc_j=1$ and
\begin{equation}
Y=\prod_j\left(1+\frac{\lambda c_j}{\alpha}\right)^{-\alpha},\qquad
e^{-\lambda}\le Y\le\left(1+\frac\lambda\alpha\right)^{-\alpha}.
\label{field}
\end{equation}

\emph{Proof.} For a unit normal variable $\xi$ and $t\geq0$,
\begin{equation}
\left\langle e^{-t\xi^2/2}\right\rangle
=\int_{-\infty}^{\infty}\frac{e^{-(1+t)\xi^2/2}}{\sqrt{2\pi}}\,d\xi=(1+t)^{-1/2}.
\label{gauss}
\end{equation}
At one point, (\ref{gauss}) with $t=sD_0/\alpha$ gives $\langle e^{-sD}\rangle=(1+sD_0/\alpha)^{-\alpha}$. This is the Laplace transform of the gamma law, so $D$ has the required distribution there.

For a varying density, the cells of Lemma 1 have different fault probabilities $p$, and $\prod(1-p)\to e^{-\sum p}$. The mean fault number is thus $A$ times the chip average of $D$. Expand $g_i=\sum_j\sqrt{c_j}\,\xi_{ij}\phi_j$, with independent unit normal $\xi_{ij}$ and $S^{-1}\int\phi_j\phi_k\,d^2r=\delta_{jk}$. The chip average of $g_i^2$ is $\sum_jc_j\xi_{ij}^2$. Its mean is 1, so $\sum_jc_j=1$. Therefore
\begin{equation}
Y=\left\langle\exp\left(-\frac{\lambda}{2\alpha}\sum_{i,j}c_j\xi_{ij}^2\right)\right\rangle
=\prod_j\left[\left(1+\frac{\lambda c_j}{\alpha}\right)^{-1/2}\right]^{2\alpha},
\end{equation}
which is the product in (\ref{field}). Multiplying out, $\prod_j(1+\lambda c_j/\alpha)\ge1+\sum_j\lambda c_j/\alpha=1+\lambda/\alpha$, which gives the upper bound. The inequality $\ln(1+x)\le x$ gives the lower one. $\square$

A single eigenvalue equal to 1 restores the theorem. If all eigenvalues are small, $x-\ln(1+x)\le x^2/2$ gives $0\le\ln Y+\lambda\le(\lambda^2/2\alpha)\max_jc_j$, and the yield becomes Poisson.

For $C=e^{-|\mathbf r-\mathbf r'|^2/(2\ell^2)}$ the density correlation is $C^2=e^{-|\mathbf r-\mathbf r'|^2/\ell^2}$. To see this, write $g'=Cg+\sqrt{1-C^2}\,h$ with $h$ an independent unit normal. Then $\langle g^2g'^2\rangle=3C^2+1-C^2=1+2C^2$, whose excess over 1 is $C^2$ times its value at zero distance. With $\ell=5\ \mathrm{cm}$ and square chips, the yields are $0.591$ for the small chip and $0.197$ for the large one. The second is about 5\% below the uniform-density value.

The product was tested against a simulation of $100\,000$ chips, with the fields sampled at 64 points, $\alpha=2$, $\lambda=2.4$ and $\ell$ equal to half the chip side. The fraction without faults was $0.1365\pm0.0011$ (one standard error); the product gives $0.1375$. The uniform-density formula, $0.207$, fails clearly here.

\section{Use for real wiring}

The parameters represent the multilevel wiring of a logic chip. A value of $\alpha$ near 2 is a rough typical choice. The product $\theta D_0=0.4$ fatal faults per $\mathrm{cm^2}$ of chip is high for a mature process, where roughly $0.1$ is more usual, and suits a process still being improved. Real chips can break each of the assumptions: density varies within a chip, its law need not be gamma, and misprocessing or design weaknesses cause losses unrelated to random defects. The table sizes these effects at fixed $D_0$ and $\lambda$.

\begin{center}
\begin{tabular}{lcc}
Case & small chip & large chip\\
\hline
Gamma law, $\alpha=2$ & 0.592 & 0.207\\
Density varying, $\ell=5$ cm & 0.591 & 0.197\\
Lognormal density & 0.588 & 0.183\\
Two-valued density & 0.599 & 0.256\\
Gamma law, $\alpha=1$ & 0.625 & 0.294\\
Gamma law, $\alpha=5$ & 0.567 & 0.141\\
Systematic factor 0.95 & 0.562 & 0.196
\end{tabular}
\end{center}

The lognormal and two-valued laws have the same mean and variance as the gamma law with $\alpha=2$; the two values, $D_0(1\pm1/\sqrt2)$, are equally likely. For the small chip these laws differ little. Since their means and variances agree, the expansions of $\langle e^{-AD}\rangle$ in powers of $A$ agree through second order. The first difference is $-A^3/6$ times the difference in third moments. For the lognormal law the moments grow so fast that the series diverges for every $A>0$; it is only an asymptotic expansion for small $A$. At $AD_0=0.6$ this term gives the right sign but overestimates the size: it is $-0.014$ for the lognormal law and $+0.018$ for the two-valued one, while the actual differences from the gamma law are $-0.004$ and $+0.007$. For the large chip $AD_0=2.4$, and the low-density part of the distribution matters. A fit to small chips does not fix that part well.

Of the effects listed, the range of $\alpha$ from 1 to 5 moves the large-chip yield most, from $0.29$ to $0.14$ at fixed $D_0$. If $D_0$ is instead refitted so that the small-chip yield stays at $0.592$, as in the opening question, the range is $0.27$ to $0.16$. The fourth-power rule suits regions with independent densities; equation (\ref{yield}) with unchanged $\alpha$ suits clusters much larger than the new chip. In the field model above, a correlation length of about twice the side of the large chip still leaves its yield 5\% below that equation. Fault counts on small chips determine $\alpha$ through (\ref{var}), but not the cluster size. That requires comparing counts on neighbouring chips, or on blocks of increasing area. If $\alpha$ found from (\ref{var}) stays constant as the blocks grow to the planned size, the larger yield is the one to plan with. If it grows in proportion to the area, the fourth power is. Slower growth points to a yield between the two. These rules assume random faults and a density close to the gamma law; the table shows how far other laws and systematic losses can shift the result. The remaining figures are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
chip area = 1.50 cm^2, side = 1.225 cm
kill probability = 0.40
mean defect density D0 = 1.00 cm^-2
clustering parameter alpha = 2.00
relative spread of density = 0.7071
SMALL CHIP
critical area A = 0.600 cm^2
mean faults per chip = 0.600
yield, formula = 0.591716
yield, quadrature = 0.591716
yield, Poisson at D0 = 0.548812
probability of 0 faults = 0.59172
probability of 1 faults = 0.27310
probability of 2 faults = 0.09453
probability of 3 faults = 0.02909
variance of fault count = 0.7800
alpha recovered from moments = 2.0000
mean density on good chips = 0.7692 cm^-2
yield if halves were independent = 0.57175
LARGE CHIP
chip area = 6.00 cm^2, side = 2.449 cm
critical area = 2.400 cm^2
mean faults per chip = 2.400
yield, formula = 0.20661
yield, Poisson at D0 = 0.09072
density from Poisson fit to small chip = 0.8745 cm^-2
yield extrapolated with that density = 0.12259
NEGLECTED EFFECTS (yield: small chip, large chip)
density correlation length = 5.0 cm
density varies inside chip: 0.59091, 0.19674
lognormal density law: 0.58787, 0.18267
two-valued density law: 0.59895, 0.25587
alpha = 1: 0.62500, 0.29412
alpha = 5: 0.56743, 0.14083
systematic yield factor = 0.95
with systematic loss: 0.56213, 0.19628
TEST FIGURES
largest yield error, formula vs quadrature = 3.2e-14
field test: correlation length / side = 0.50, mean faults = 2.40
field test: simulated yield = 0.1365 +/- 0.0011
field test: product formula = 0.1375
\end{verbatim}
